# Plasma density from power balance: collisional, electron-wall and ion-wall energy losses: a program that tests the result

```python
"""
Result under test: sheath-edge density of a steady plasma with a floating wall,
    n_s = p / (u_B * E_T),   E_T = E_c + E_e + E_i,
p    absorbed power per wall area,     u_B = sqrt(T/M) Bohm speed,
E_c  collisional energy loss per electron-ion pair,
E_e = 2 T                              electron energy brought to the wall,
E_i = V_s + beta T                     ion energy brought to the wall,
V_s = (T/2) ln(M/(2 pi))               floating sheath drop,
beta = pi/2 - 1                        presheath work / T, slab with cold ions.
T is the electron temperature as an energy, M the ion mass.
Atomic units inside (electron mass = charge = 1); eV, angstrom, s in print.
The check computes the power leaving the electrons on the plasma side of the
sheath from integrals, and compares it with the wall-side formula.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erfc

EV = const.physical_constants["Hartree energy in eV"][0]
ANG = const.physical_constants["Bohr radius"][0] * 1e10
SEC = const.physical_constants["atomic unit of time"][0]

# chosen model parameters
M = 60000.0                         # ion mass in electron masses
I_eV, X_eV = 12.0, 9.0              # ionization and excitation thresholds
si_A, sx_A, sel_A, sion_A = 3.0, 2.0, 10.0, 40.0   # cross sections, A^2
ng_A, l_A, p_A = 1e-11, 5e8, 50.0   # A^-3, A, eV s^-1 A^-2
I, X = I_eV / EV, X_eV / EV
s_i, s_x, s_el = (s / ANG**2 for s in (si_A, sx_A, sel_A))
n_g = ng_A * ANG**3
p = p_A / EV * SEC * ANG**2
beta = np.pi / 2 - 1


def formula(half_width):
    """Closed wall-side result."""
    arg = s_i * n_g * half_width * np.sqrt(8 * M / np.pi) / beta
    assert arg > 1
    T = I / np.log(arg)
    vbar = np.sqrt(8 * T / np.pi)
    k_i = s_i * vbar * np.exp(-I / T)
    k_x = s_x * vbar * np.exp(-X / T)
    exc = X * k_x / k_i
    ela = 4 * T * s_el * vbar / (M * k_i)
    V = 0.5 * T * np.log(M / (2 * np.pi))
    Ec, Ee, Ei = I + exc + ela, 2 * T, V + beta * T
    uB = np.sqrt(T / M)
    return dict(T=T, k_i=k_i, k_x=k_x, exc=exc, ela=ela, V=V, Ec=Ec, Ee=Ee,
                Ei=Ei, ET=Ec + Ee + Ei, uB=uB, ns=p / (uB * (Ec + Ee + Ei)))


# Slab profile from ion continuity and momentum balance, speed as variable.
# Scaled: speed by u_B, density by centre value, length by u_B/(ion. freq.).
def slab(u, y):
    n = y[0]
    dn, dx = np.linalg.solve([[u, -n], [u * u + 1, 0.0]], [-n, -2 * n * u])
    return [dn, dx, -u * dn, n * dx, n * np.log(n) * dx]


sol = solve_ivp(slab, (0, 1), [1, 0, 0, 0, 0], rtol=1e-10, atol=1e-12)
n_edge, x_edge, work, n_int, nlog_int = sol.y[:, -1]
work_per_ion = work / n_edge
birth_mean = (nlog_int - np.log(n_edge) * n_int) / n_edge
mean_over_edge = n_int / x_edge / n_edge
assert abs(n_edge - 0.5) < 1e-8
assert abs(x_edge - beta) < 1e-8
assert abs(work_per_ion - beta) < 1e-8
assert abs(birth_mean - beta) < 1e-8
assert abs(mean_over_edge - 1 / beta) < 1e-7
assert abs(slab(1.0, sol.y[:, -1])[1]) < 1e-8   # gradients diverge at u_B

# Sheath charge: positive throughout at the Bohm speed, not below it.
drop = np.linspace(1e-3, 10, 4000)


def sheath_charge(w):
    return 1 / np.sqrt(1 + 2 * drop / w**2) - np.exp(-drop)


assert sheath_charge(1.0).min() > 0
assert sheath_charge(0.95).min() < 0

# Mean energy fraction lost by an electron hitting an atom at rest,
# scattering isotropic in the centre-of-mass frame.
def lost_fraction(c):
    along = (1 + M * c) / (1 + M)
    across2 = M**2 * (1 - c * c) / (1 + M)**2
    return 1 - along**2 - across2


fraction = quad(lost_fraction, -1, 1)[0] / 2
assert abs(fraction * M / 2 - 1) < 1e-4         # corrections of order 1/M


def maxwell_rate(sigma, threshold, T, weight=lambda e: 1.0):
    def integrand(e):
        f = 2 * np.sqrt(e / np.pi) * T**-1.5 * np.exp(-e / T)
        return sigma(e) * np.sqrt(2 * e) * f * weight(e)
    return quad(integrand, threshold, threshold + 50 * T,
                epsabs=0, epsrel=1e-10)[0]


def escape(V, T, weight=lambda v: 1.0):
    """Flux moment per edge density of electrons able to cross a drop V."""
    v0 = np.sqrt(2 * V)
    return quad(lambda v: v * weight(v) * np.exp(-v * v / (2 * T))
                / np.sqrt(2 * np.pi * T), v0, v0 + 12 * np.sqrt(T),
                epsabs=0, epsrel=1e-10)[0]


def ion_rate(T):
    return maxwell_rate(lambda e: s_i * (1 - I / e), I, T)


def plasma_side(half_width):
    """Temperature and edge density from integrals only."""
    T = brentq(lambda t: ion_rate(t) * n_g * half_width / np.sqrt(t / M)
               - x_edge, 1 / EV, 30 / EV, xtol=1e-13)
    uB = np.sqrt(T / M)
    V = brentq(lambda v: escape(v, T) / uB - 1, 0.5 * T, 20 * T, xtol=1e-13)
    k_x = maxwell_rate(lambda e: s_x * (1 - X / e), X, T)
    el = fraction * maxwell_rate(lambda e: s_el, 0, T, lambda e: e)
    volume = (n_g * (I * ion_rate(T) + X * k_x + el)
              * half_width * mean_over_edge)
    edge = escape(V, T, lambda v: v * v / 2 + T)
    wall = escape(V, T, lambda v: v * v / 2 - V + T)
    field = work_per_ion * T * uB
    return T, V, p / (volume + edge + field), wall / uB, edge / uB


widths = [l_A / 2, l_A, 2 * l_A]
rows, worst = [], 0.0
for w in widths:
    r = formula(w / ANG)
    T, V, ns, wall, edge = plasma_side(w / ANG)
    pairs = [(r["T"], T), (r["V"], V), (r["ns"], ns), (r["Ee"], wall),
             (r["Ee"] + r["V"], edge)]
    for a, b in pairs:
        worst = max(worst, abs(a / b - 1))
    rows.append(r)
assert worst < 1e-5     # the formula drops terms of relative order 1/M

r = rows[1]
T, ns = r["T"], r["ns"]
dens = 1 / ANG**3
rate = ANG**3 / SEC
ns_half = p / (r["uB"] * (r["ET"] - (beta - 0.5) * T))
debye = np.sqrt(T / (4 * np.pi * ns)) * ANG


def show(label, value, unit=""):
    print(f"{label}: {value:.5g} {unit}".rstrip())


show("ion mass M", M, "electron masses")
show("ionization threshold I", I_eV, "eV")
show("excitation threshold X", X_eV, "eV")
show("ionization cross-section scale", si_A, "A^2")
show("excitation cross-section scale", sx_A, "A^2")
show("elastic cross section", sel_A, "A^2")
show("ion-neutral cross section", sion_A, "A^2")
show("neutral density n_g", ng_A, "A^-3")
show("half-width l", l_A, "A")
show("absorbed power per wall area p", p_A, "eV s^-1 A^-2")
show("p converted", p_A * const.e * 1e20, "W m^-2")
show("beta = pi/2 - 1", beta)
show("numerical scaled half-width", x_edge)
show("numerical presheath work / T", work_per_ion)
show("numerical birth-averaged drop / T", birth_mean)
show("numerical edge/centre density", n_edge)
show("logarithm I/T", I / T)
show("electron temperature T", T * EV, "eV")
show("ionization rate coefficient", r["k_i"] * rate, "A^3 s^-1")
show("excitation rate coefficient", r["k_x"] * rate, "A^3 s^-1")
show("excitations per ionization", r["k_x"] / r["k_i"])
show("Bohm speed u_B", r["uB"] * ANG / SEC, "A s^-1")
show("excitation cost per pair", r["exc"] * EV, "eV")
show("elastic cost per pair", r["ela"] * EV, "eV")
show("collisional part E_c", r["Ec"] * EV, "eV")
show("electron-wall part E_e", r["Ee"] * EV, "eV")
show("sheath drop V_s", r["V"] * EV, "eV")
show("V_s / T", r["V"] / T)
show("presheath work W_p", beta * T * EV, "eV")
show("ion-wall part E_i", r["Ei"] * EV, "eV")
show("total E_T", r["ET"] * EV, "eV")
for key, name in (("Ec", "collisional"), ("Ee", "electron-wall"),
                  ("Ei", "ion-wall")):
    show(f"share of power, {name}", 100 * r[key] / r["ET"], "%")
show("pair flux to wall", ns * r["uB"] / ANG**2 / SEC, "A^-2 s^-1")
show("edge density n_s", ns * dens, "A^-3")
show("n_s converted", ns * dens * 1e30, "m^-3")
show("centre density", 2 * ns * dens, "A^-3")
show("mean density", ns / beta * dens, "A^-3")
show("n_s excess if W_p = T/2", 100 * (ns_half / ns - 1), "%")
show("centre density / n_g", 2 * ns / n_g)
show("edge Debye length", debye, "A")
show("Debye length / half-width", debye / l_A)
show("ion mean free path / half-width", 1 / (ng_A * sion_A * l_A))
show("missing edge electrons", 50 * erfc(np.sqrt(r["V"] / T)), "%")
print("Half-width (A), T, E_c, E_e, E_i, E_T (eV), n_s (A^-3):")
for w, q in zip(widths, rows):
    energies = " ".join(f"{q[k] * EV:.4f}" for k in
                        ("T", "Ec", "Ee", "Ei", "ET"))
    print(f"{w:.3g} {energies} {q['ns'] * dens:.4e}")
print(f"largest relative gap between the two ledgers: {worst:.1e}")
print("no test failed")
```

Running it gives:

```
ion mass M: 60000 electron masses
ionization threshold I: 12 eV
excitation threshold X: 9 eV
ionization cross-section scale: 3 A^2
excitation cross-section scale: 2 A^2
elastic cross section: 10 A^2
ion-neutral cross section: 40 A^2
neutral density n_g: 1e-11 A^-3
half-width l: 5e+08 A
absorbed power per wall area p: 50 eV s^-1 A^-2
p converted: 801.09 W m^-2
beta = pi/2 - 1: 0.5708
numerical scaled half-width: 0.5708
numerical presheath work / T: 0.5708
numerical birth-averaged drop / T: 0.5708
numerical edge/centre density: 0.5
logarithm I/T: 2.3294
electron temperature T: 5.1515 eV
ionization rate coefficient: 4.4362e+15 A^3 s^-1
excitation rate coefficient: 5.2946e+15 A^3 s^-1
excitations per ionization: 1.1935
Bohm speed u_B: 3.886e+13 A s^-1
excitation cost per pair: 10.742 eV
elastic cost per pair: 0.011759 eV
collisional part E_c: 22.753 eV
electron-wall part E_e: 10.303 eV
sheath drop V_s: 23.605 eV
V_s / T: 4.5821
presheath work W_p: 2.9405 eV
ion-wall part E_i: 26.545 eV
total E_T: 59.601 eV
share of power, collisional: 38.176 %
share of power, electron-wall: 17.286 %
share of power, ion-wall: 44.538 %
pair flux to wall: 0.83891 A^-2 s^-1
edge density n_s: 2.1588e-14 A^-3
n_s converted: 2.1588e+16 m^-3
centre density: 4.3176e-14 A^-3
mean density: 3.7821e-14 A^-3
n_s excess if W_p = T/2: 0.61568 %
centre density / n_g: 0.0043176
edge Debye length: 1.1484e+06 A
Debye length / half-width: 0.0022967
ion mean free path / half-width: 5
missing edge electrons: 0.1234 %
Half-width (A), T, E_c, E_e, E_i, E_T (eV), n_s (A^-3):
2.5e+08 7.3337 21.0409 14.6674 37.7900 73.4983 1.4672e-14
5e+08 5.1515 22.7533 10.3030 26.5451 59.6014 2.1588e-14
1e+09 3.9701 24.7920 7.9403 20.4577 53.1900 2.7555e-14
largest relative gap between the two ledgers: 1.1e-08
no test failed
```
